# Surface-optical phonon scattering of channel electrons and the high-k mobility penalty, part 2

Does a high-permittivity polar oxide lower the mobility of electrons in the channel beside it? The oxide fills $z<0$. The channel medium, of permittivity $\varepsilon_s$, fills $z>0$, with the electrons in a thin sheet at height $z$. The algebra uses Hartree atomic units, $\hbar=e=m_e=1$; examples use meV and nm.

The oxide has electronic permittivity $\varepsilon_\infty$, transverse frequency $\omega_T$, ionic oscillator strength $W$ and static permittivity $\varepsilon_0=\varepsilon_\infty+W^2/\omega_T^2$. Only its surface mode, of frequency $\omega_S$, has a field outside. With $\mathbf q$ the wavevector along the interface, $\mathbf r$ the in-plane position and $a_{\mathbf q}$ the phonon operator, the coupling is

$$H_{\rm int}=\sum_{\mathbf q}M_q(z)e^{i\mathbf q\cdot\mathbf r}\left(a_{\mathbf q}+a^\dagger_{-\mathbf q}\right).$$

For interface area $A$,

$$C(q)\equiv A|M_q|^2=\frac{2\pi\omega_S}{q}De^{-2qz},\qquad
D=\frac1{\varepsilon_\infty+\varepsilon_s}-\frac1{\varepsilon_0+\varepsilon_s},$$

$$\omega_S^2=\omega_T^2+\frac{W^2}{\varepsilon_\infty+\varepsilon_s}.$$

At temperature $T$ a mode holds on average $N=1/(e^{\omega_S/kT}-1)$ phonons; in $kT$, $k$ is Boltzmann's constant.

Softening the lattice means lowering $\omega_T$ with $W$, $\varepsilon_\infty$ and $\varepsilon_s$ fixed. Then

$$C(q)=\frac{2\pi W^2}{(\varepsilon_\infty+\varepsilon_s)^2}\,\frac{e^{-2qz}}{\omega_Sq},$$

so the squared coupling grows as $1/\omega_S$. As $\omega_T\to0$,

$$D\to\frac1{\varepsilon_\infty+\varepsilon_s},\qquad \omega_S\to\frac W{\sqrt{\varepsilon_\infty+\varepsilon_s}}.$$

The oxide of the first half has $\omega_T=15$ meV, $W=60$ meV and $\varepsilon_\infty=4$, with $\varepsilon_s=12$. Its frequency and coupling were checked by numerically diagonalizing a layered lattice, the "lattice" values in the output below. For an electron held fixed at height $z$, the phonons contribute the energy $-D/(2z)$, which equals the image-charge difference between free and frozen ions.

The coupling assumes a thick oxide and no screening by the channel electrons. A gate at depth $t$ returns a reflected field with a factor of order $e^{-2qt}$.

Q: Stronger coupling is not yet lower mobility. How do you count collisions?

A: By the golden rule, which is leading order in the coupling. Take one parabolic band, $E=k^2/2m$. The operator $a$ gives a squared matrix element proportional to $N$, and $a^\dagger$ one proportional to $N+1$. The rate from $\mathbf k$ to $\mathbf k'$ is

$$S_{\mathbf k\mathbf k'}=\frac{2\pi}{A}C(q)\left[N\delta(E'-E-\omega_S)+(N+1)\delta(E'-E+\omega_S)\right],$$

with $q^2=k^2+k'^2-2kk'\cos\theta$ and $\theta$ the scattering angle. The sum over final states of the same spin is

$$\sum_{\mathbf k'}=\frac A{4\pi^2}\int k'dk'd\theta=\frac{Am}{4\pi^2}\int dE'd\theta .$$

The total rate for absorption is therefore $N\lambda_+$ and for emission $(N+1)\lambda_-$, where

$$\lambda_\pm=\frac m{2\pi}\int_0^{2\pi}C(q)\,d\theta,\qquad
\lambda^c_\pm=\frac m{2\pi}\int_0^{2\pi}C(q)\cos\theta\,d\theta,$$

evaluated with $E'=E\pm\omega_S$. Emission requires $E\ge\omega_S$. The second integral will be needed for electrons scattered in.

Q: I would take the momentum-loss rate, invert it and average.

A: That is not justified here. A phonon changes the energy by an amount comparable with $kT$ or larger, so the electron arrives where the relaxation is different. We solve the linear Boltzmann equation instead. Let a force $F$ act along $x$ and write

$$f=f_0\left[1+\frac F{kT}g(E)\cos\vartheta\right],\qquad f_0\propto e^{-E/kT},$$

where $\vartheta$ is the angle of $\mathbf k$ to $x$. The electrons are nondegenerate, so blocking of final states is dropped. With $v=k/m$, the drift term is $F\,\partial f_0/\partial k_x=-(F/kT)\,v\cos\vartheta f_0$. It equals the gain minus the loss:

$$-\frac F{kT}v\cos\vartheta\,f_0=\frac F{kT}\sum_{\mathbf k'}\left[S_{\mathbf k'\mathbf k}f_0'g'\cos\vartheta'-S_{\mathbf k\mathbf k'}f_0g\cos\vartheta\right].$$

Since $N+1=Ne^{\omega_S/kT}$, detailed balance holds: $S_{\mathbf k'\mathbf k}f_0'=S_{\mathbf k\mathbf k'}f_0$. Divide by $f_0F/kT$. Next, $\vartheta'=\vartheta+\theta$ gives $\cos\vartheta'=\cos\vartheta\cos\theta-\sin\vartheta\sin\theta$. The last term integrates to zero, because $C$ is even in $\theta$. After division by $-\cos\vartheta$,

$$v(E)=N\left[\lambda_+g(E)-\lambda^c_+g(E+\omega_S)\right]+(N+1)\left[\lambda_-g(E)-\lambda^c_-g(E-\omega_S)\right],$$

with the second bracket absent for $E<\omega_S$. Each starting energy between 0 and $\omega_S$ generates a ladder of energies spaced by $\omega_S$. The equation on it is tridiagonal.

Q: And the mobility?

A: The mean velocity along $x$ is $\langle v\cos\vartheta\,(F/kT)g\cos\vartheta\rangle$. The angular average of $\cos^2\vartheta$ is $\tfrac12$, so

$$\mu=\frac{\langle vg\rangle}{2kT},\qquad
\langle X\rangle=\frac1{kT}\int_0^\infty X(E)e^{-E/kT}dE .$$

There is no further weight in the average, because the two-dimensional density of states is constant. As a check, $g=v\tau$ with constant $\tau$ gives $\langle v^2\rangle\tau/2kT=\tau/m$, since $\langle v^2\rangle=2\langle E\rangle/m=2kT/m$.

Q: The reduction to ladders uses detailed balance and angular averaging. Has it been tried against something less reduced?

A: Against a master equation that keeps 72 directions of motion and applies the force to the equilibrium distribution directly, without assuming detailed balance. For the oxide of the first half, with $m=0.2$, $T=300$ K and $z=1$ nm, and with both methods cut to 12 energy levels and four starting energies, the ladder gives 532.74 and the master equation 532.71 $\mathrm{cm^2/(V\,s)}$. With enough levels and starting energies for convergence, the ladder gives 535.

Q: Now show me the penalty, and do not change ten things at once.

A: Three model oxides share $\varepsilon_\infty=4$ and $W=60$ meV and differ only in $\omega_T$: 60, 30 and 15 meV. Call them hard, medium and soft. The channel has $\varepsilon_s=12$ and $m=0.2$, at 300 K. Then $\varepsilon_0=4+(60/\omega_T)^2$, with $\omega_T$ in meV, gives 5, 8 and 20. Since $W^2/(\varepsilon_\infty+\varepsilon_s)=3600/16=225\ \mathrm{meV^2}$,

$$\omega_S=\sqrt{3600+225}=61.8,\quad\sqrt{900+225}=33.5,\quad\sqrt{225+225}=21.2\ \mathrm{meV}.$$

The strengths are

$$D=\tfrac1{16}-\tfrac1{17}=0.00368,\quad \tfrac1{16}-\tfrac1{20}=0.0125,\quad \tfrac1{16}-\tfrac1{32}=0.03125 .$$

The soft oxide has already reached half the limiting value 0.0625. The phonon numbers are 0.101, 0.376 and 0.786.

At $q=1\ \mathrm{nm^{-1}}$ and $z=0$ the squared coupling rises from 2057 (hard) to 5998 $\mathrm{meV^2\,nm^2}$ (soft), a ratio of 2.92. This is the inverse ratio of the phonon energies, as derived. At $z=1$ nm the soft value falls by $e^{-2}$ to 812 $\mathrm{meV^2\,nm^2}$.

With surface phonons as the only scatterers, the mobilities in $\mathrm{cm^2/(V\,s)}$ are:

| Oxide | $z=1$ nm | $z=3$ nm |
|---|---:|---:|
| hard | 29,400 | 445,000 |
| medium | 2,125 | 19,900 |
| soft | 535 | 3,385 |

Q: The coupling rose by three and the mobility fell by fifty-five. What supplied the rest?

A: Split the change into $D$ and $\omega_S$. At fixed $\omega_S$ all rates are proportional to $D$, so $\mu\propto1/D$. This accounts for a factor $0.03125/0.00368=8.5$. Changing $\omega_S$ at fixed $D$ gives the remaining 6.47, and $8.5\times6.47=55$.

Part of the second factor is the number of collisions. At fixed $D$ and given $q$, absorption is proportional to $\omega_SN$. That is $61.8\times0.101=6.2$ meV for the hard oxide and $21.2\times0.786=16.7$ meV for the soft one, a ratio of 2.7. In equilibrium emission events are as frequent as absorption events, by detailed balance. The remaining factor, $6.47/2.7=2.4$, contains everything that is not at given $q$. Softer phonons are exchanged at smaller wavevectors. At $z=1$ nm this raises the thermal collision rate by a further 2.4, but it lowers the mean $q^2$ per collision to 0.42 of its value, so these two changes nearly cancel. What is left comes from the energy dependence of $g(E)$. The Boltzmann mobility exceeds the value obtained with one relaxation time for all energies (the trial $g\propto v$ in the variational principle below) by 3.3 for the hard phonon and by 1.35 for the soft one, a ratio of 2.4. A plausible reason is that about 90% of the electrons lie below the emission threshold of the hard phonon and can only absorb.

Q: Moving the electrons away should cure the problem. Does it cure it equally?

A: It helps in each case, but less for the soft oxide. From 1 to 3 nm the mobility rises 15 times for the hard oxide and 6.3 times for the soft one, so their ratio grows from 55 to 131.

A slow electron suggests why. If $E\to0$, absorption leads to $k'=\sqrt{2m\omega_S}$, and $q=k'$. This is $0.570\ \mathrm{nm^{-1}}$ for the hard oxide and $0.334\ \mathrm{nm^{-1}}$ for the soft one. The extra 2 nm reduce such a rate by $e^{4\times0.570}=9.8$ and $e^{4\times0.334}=3.8$ respectively. Softer phonons can be absorbed at longer wavelength, and their field reaches further. The estimate has the right direction but falls short of 15 and 6.3; I take it as a plausible explanation, not a proof.

Q: A mobility of 445,000 is of no use to a channel that has rough walls and impurities.

A: Then add another scatterer. Let it be elastic and short-ranged, so that its matrix element does not depend on $q$. All scattering angles are equally likely, and the scattering-in term vanishes because $\int\cos\theta\,d\theta=0$. The density of states is constant, so the rate $1/\tau_b$ is constant too. It adds $g(E)/\tau_b$ to the right side of the Boltzmann equation, and alone it gives $\mu_b=\tau_b/m$.

Choose $\mu_b=500\ \mathrm{cm^2/(V\,s)}$ and $z=1$ nm. The total mobility is 477, 378 and 245 $\mathrm{cm^2/(V\,s)}$ for the hard, medium and soft oxide. Relative to 500, the losses are 5%, 24% and 51%. The ratio of 55 has shrunk to $477/245=1.9$, because the background now limits the hard case.

Q: I could have added inverse mobilities and saved you the trouble.

A: You would get 492, 405 and 258, too high by 3%, 7% and 5% of the Boltzmann values. The sign of the error is general for this equation. Write it as $v=Lg$ and define $(a,b)=\int a\,b\,e^{-E/kT}dE$. Detailed balance makes $L$ symmetric. Its phonon part gives, for each pair of levels $E$ and $E'=E+\omega_S$, the contribution

$$e^{-E/kT}N\,\frac m{2\pi}\int_0^{2\pi}C(q)\left[g^2+g'^2-2gg'\cos\theta\right]d\theta\ge0$$

to $(g,Lg)$. For such an $L$ the Cauchy–Schwarz inequality gives, for any trial $g$,

$$(g,v)^2=(g,LL^{-1}v)^2\le(g,Lg)\,(v,L^{-1}v).$$

Since $\mu\propto(v,L^{-1}v)$, the inverse mobility is proportional to the minimum of $(g,Lg)/(g,v)^2$. For two mechanisms $L=L_1+L_2$, and the minimum of a sum is at least the sum of the separate minima:

$$\frac1\mu\ge\frac1{\mu_1}+\frac1{\mu_2}.$$

Equality needs one $g(E)$ that suits both mechanisms. In the hard case the mismatch is visible. The extra inverse mobility, $1/476.7-1/500$, corresponds to about $10{,}000\ \mathrm{cm^2/(V\,s)}$, not to the 29,400 found with phonons alone.

The same quadratic form shows why distance must help. At fixed $\omega_S$, a larger $z$ reduces $C(q)$ at every $q$, hence the minimum, hence $1/\mu$.

Q: Are these numbers a forecast for a real transistor?

A: No. The channel parameters are close to those of silicon, with permittivity about 12 and light mass about 0.2. A static permittivity near 20 is typical of hafnium dioxide, which also has soft polar modes. The hard oxide is not silicon dioxide: that has $\varepsilon_0$ near 4, $\varepsilon_\infty$ near 2.1 and more than one polar mode. Real inversion layers often hold $10^{12}$ to $10^{13}$ electrons per $\mathrm{cm^2}$, and these screen the phonons. Near the upper density they are also degenerate at 300 K, and neither the Boltzmann equation above nor the following screening estimate then applies. For a static potential a nondegenerate sheet of density $n$ reduces the field by $1+q_s/q$, with $q_s=2\pi n/(\bar\varepsilon kT)$: the density changes by $n\phi/kT$, and its own potential is $2\pi/(\bar\varepsilon q)$ times that. Here $\bar\varepsilon$ is an effective permittivity between 8 and 12, with the ions frozen. The coupling above fixes $2\pi$ in these units as $5998/(21.2\times0.03125)\approx9050$ meV nm. For $n=10^{12}\ \mathrm{cm^{-2}}=0.01\ \mathrm{nm^{-2}}$, $q_s$ is 0.3 to 0.4 $\mathrm{nm^{-1}}$, and a rate at $q=0.334\ \mathrm{nm^{-1}}$ falls by a factor of roughly 3.5 to 5. The soft-oxide phonon mobility would rise by less, because shorter waves, which are screened less, also contribute to the loss of momentum. This is a rough static estimate. Even at $10^{12}\ \mathrm{cm^{-2}}$ the occupation at the band bottom is 0.2 to 0.4 for two valleys or one, which lowers $q_s$ by 10 to 20%, and the plasmon energy at this $q$ is comparable with $\omega_S$; carriers too slow to follow the phonon screen less, and coupling to plasmons can change the sign of the correction.

Q: What else would move the soft-oxide result?

A: A thin interlayer between oxide and channel. If it were nonpolar and had the channel's permittivity, 2 nm of it would raise the phonon mobility from 535 to 3,385 $\mathrm{cm^2/(V\,s)}$. A silicon dioxide interlayer has another permittivity and phonons of its own, so that figure does not carry over directly. A metal gate behind 3 nm of oxide reflects a fraction of order $e^{-2\times0.334\times3}=0.13$ of the field at $q=0.334\ \mathrm{nm^{-1}}$, and a larger fraction for longer waves. This does not say that the coupling falls: the gate changes both the frequency and the strength of the mode, and the coupling can rise at some wavelengths and fall at others.

The golden rule is also under strain. A mobility of 535 with mass 0.2 corresponds to a momentum relaxation time of about 60 fs. The width of an energy level, however, follows from the total collision rate $N\lambda_++(N+1)\lambda_-$, which also counts collisions that hardly turn the electron. For $E\to0$ only absorption is possible, with $q=0.334\ \mathrm{nm^{-1}}$, and $N\lambda_+=NmC(q)$ is already about 19 meV. Averaged over thermal electrons the width is about 31 meV, more than $\omega_S$. Sharp energy conservation is then not justified for the soft oxide at 1 nm. The value 535 is the solution of the model equation, not a prediction for a material.

Q: What may a designer conclude?

A: Within this golden-rule model, at fixed $W$, $\varepsilon_\infty$, channel and distance, permittivity gained by softening the lattice costs mobility, through a larger $D$ and, while $\omega_S$ is not far below $kT$, through phonons that are easier to excite. Electronic polarization alone produces no such scattering. In a polar oxide, however, raising $\varepsilon_\infty$ at fixed $W$ and $\omega_T$ lowers $D$ but also lowers $\omega_S$, so the net sign depends on the oxide. Going from $\varepsilon_\infty=4$ to 8 at $z=1$ nm raises the phonon mobility from 535 to 735 $\mathrm{cm^2/(V\,s)}$ for the soft oxide, but lowers it from 4,820 to 4,480 for $W=300$ meV and $\omega_T=30$ meV. How much of the cost is seen depends on the other scattering in the channel, on the distance, and on screening. The numerical output gives the mobilities behind the comparison of the three oxides.

## Numbers as computed

```
temperature 300 K, kT 25.85 meV
mass 0.2 m_e, e_s 12, e_inf 4
oscillator strength W 60 meV
limit of D for w_T to 0: 0.0625
limit of w_S for w_T to 0: 15.00 meV
hard: w_T 60 meV, e_0 5.0
  w_S formula 61.847 meV, lattice 61.847 meV
  D 0.00368, phonon number 0.1006
  A|M|^2 at q=1/nm, z=0: formula 2057.2 meV^2 nm^2
    from lattice 2057.2 meV^2 nm^2
  A|M|^2 at q=1/nm, z=1 nm: 278.4 meV^2 nm^2
  sqrt(2 m w_S) 0.570 1/nm
  phonon mobility, z=1 nm: 29383 cm^2/(V s)
  phonon mobility, z=3 nm: 444616 cm^2/(V s)
  with background, z=1 nm: 476.7 cm^2/(V s)
  Matthiessen value: 491.6 cm^2/(V s)
medium: w_T 30 meV, e_0 8.0
  w_S formula 33.541 meV, lattice 33.541 meV
  D 0.01250, phonon number 0.3760
  A|M|^2 at q=1/nm, z=0: formula 3793.3 meV^2 nm^2
    from lattice 3793.3 meV^2 nm^2
  A|M|^2 at q=1/nm, z=1 nm: 513.4 meV^2 nm^2
  sqrt(2 m w_S) 0.420 1/nm
  phonon mobility, z=1 nm: 2125 cm^2/(V s)
  phonon mobility, z=3 nm: 19861 cm^2/(V s)
  with background, z=1 nm: 378.4 cm^2/(V s)
  Matthiessen value: 404.8 cm^2/(V s)
soft: w_T 15 meV, e_0 20.0
  w_S formula 21.213 meV, lattice 21.213 meV
  D 0.03125, phonon number 0.7863
  A|M|^2 at q=1/nm, z=0: formula 5997.7 meV^2 nm^2
    from lattice 5997.7 meV^2 nm^2
  A|M|^2 at q=1/nm, z=1 nm: 811.7 meV^2 nm^2
  sqrt(2 m w_S) 0.334 1/nm
  phonon mobility, z=1 nm: 535 cm^2/(V s)
  phonon mobility, z=3 nm: 3385 cm^2/(V s)
  with background, z=1 nm: 245.3 cm^2/(V s)
  Matthiessen value: 258.3 cm^2/(V s)
background mobility 500 cm^2/(V s)
hard/soft mobility ratio, z=1 nm: 54.97
hard/soft mobility ratio, z=3 nm: 131.35
strength factor, z=1 nm: 8.50
phonon-energy factor, z=1 nm: 6.47
soft oxide, fixed electron at 1 nm: phonon energy -22.499 meV
  image-charge difference -22.499 meV
soft oxide check, 12 levels: ladder 532.74 cm^2/(V s)
  master equation 532.71 cm^2/(V s)
```
